# Why E' and A1' Raman lines of MoS2 differ in circular polarisation

In a model of monolayer MoS2 lit with \(\sigma^+\) light, the A1' line at 405 cm⁻¹ has intensity 0.118 in the \(\sigma^+\) detection channel and zero in \(\sigma^-\). The E' line, only 20 cm⁻¹ lower, has zero in \(\sigma^+\) and 0.069 in \(\sigma^-\) (both in Å⁴/u). The strengths depend on model parameters. The two zeros follow from the threefold axis of the layer.

## What is preserved and what is reversed

Light arrives along \(-z\), normal to a free-standing layer, and is collected along \(+z\). Both beams are described by the same vectors,
\[
\mathbf e_\pm=\frac{1}{\sqrt2}(1,\pm i,0),\qquad \mathbf E\propto\mathrm{Re}\,[\mathbf e\,e^{-i\omega t}].
\]
For \(\mathbf e_+\) the field is \((\cos\omega t,\sin\omega t,0)/\sqrt2\), which turns from \(x\) towards \(y\). Here \(\sigma^\pm\) means this sense of rotation about the fixed \(z\) axis, or "spin about \(z\)". In this sense A1' preserves the polarisation and E' reverses it.

True helicity is spin along the direction of travel \(\hat{\mathbf k}\), namely \(\mathbf e^*\cdot(i\hat{\mathbf k}\times\mathbf e)\). Since \(i\hat{\mathbf z}\times\mathbf e_+=\mathbf e_+\), the vector \(\mathbf e_+\) has helicity \(+1\) when travelling along \(+z\) and \(-1\) along \(-z\). The incident \(\sigma^+\) beam therefore has helicity \(-1\). After A1' scattering it is \(+1\), as after reflection from a mirror; after E' scattering it is still \(-1\). In the strict sense of the word the two phonons exchange roles, so a report of "helicity" should say which definition it uses.

## The threefold axis decides

Let \(Q\) be a mass-weighted phonon coordinate and \(R=\partial\alpha/\partial Q\) its Raman tensor, with \(\alpha\) the polarisability volume; the SI polarisability is \(4\pi\varepsilon_0\alpha\). The scattering amplitude from spin \(s\) to spin \(t\) is
\[
R_{ts}=\mathbf e_t^*\cdot R\cdot\mathbf e_s .
\]

Rotate the vibrating crystal by \(\varphi\) about \(z\), with rotation matrix \(G\). The tensor becomes \(GRG^T\). Because \(G^T\) rotates by \(-\varphi\), it gives \(G^T\mathbf e_s=e^{is\varphi}\mathbf e_s\), and so
\[
(GRG^T)_{ts}=(G^T\mathbf e_t)^*\cdot R\cdot(G^T\mathbf e_s)=e^{i(s-t)\varphi}R_{ts}.
\]
Elements that keep the spin (\(s=t\)) do not change. Elements that reverse it gain a phase \(e^{\pm2i\varphi}\).

**A1'.** This vibration is unchanged by a 120° rotation, so \(R=GRG^T\). A spin-reversing element must then equal itself times \(e^{\pm i240^\circ}\neq1\), and it vanishes.

**E'.** The two partners transform like an in-plane vector. Any such vector added to its copies rotated by 120° and 240° gives zero, and the same holds for the tensors. A spin-keeping element is identical in all three copies, so \(3R_{ss}=0\), and it vanishes.

Neither argument assumes \(R_{xy}=R_{yx}\). An antisymmetric in-plane part, which may appear near resonance, does not belong to E' and cannot spoil its rule.

## The tensors and their contraction

Let \(yz\) be a mirror plane of the crystal. The horizontal mirror removes the \(xz\) and \(yz\) elements for both phonons, because they are even under it.

For A1', the vertical mirror \(x\to-x\) removes \(xy\) and \(yx\). The vanishing of the spin-reversing elements then requires \(R_{xx}=R_{yy}\).

For E', the vanishing of both spin-keeping elements requires \(R_{xx}+R_{yy}=0\) and \(R_{xy}=R_{yx}\). The \(zz\) element is unchanged by rotation about \(z\), so it vanishes by the same three-copy sum. Motion along \(y\) is even under \(x\to-x\) and allows only the diagonal elements; motion along \(x\) is odd and allows only \(xy\). Thus
\[
R_{A}=\begin{pmatrix}a&0&0\\0&a&0\\0&0&b\end{pmatrix},\quad
R_{x}=\begin{pmatrix}0&d&0\\d&0&0\\0&0&0\end{pmatrix},\quad
R_{y}=\begin{pmatrix}d&0&0\\0&-d&0\\0&0&0\end{pmatrix}.
\]
The same \(d\) appears in both E' tensors for the following reason. A 120° rotation turns a unit \(y\) motion into \(-\tfrac{\sqrt3}{2}\hat x-\tfrac12\hat y\), so \(GR_yG^T=-\tfrac{\sqrt3}{2}R_x-\tfrac12R_y\). The \(xy\) element on the left is \(d(G_{xx}G_{yx}-G_{xy}G_{yy})=d(-\tfrac{\sqrt3}{4}-\tfrac{\sqrt3}{4})=-\tfrac{\sqrt3}{2}d\). On the right it is \(-\tfrac{\sqrt3}{2}(R_x)_{xy}\). Hence \((R_x)_{xy}=d\).

For \(\sigma^+\) incidence, with \(\mathbf e_+^*=(1,-i,0)/\sqrt2\) and \(\mathbf e_-^*=(1,i,0)/\sqrt2\),
\[
R_{++}=\tfrac12[R_{xx}+R_{yy}+i(R_{xy}-R_{yx})],
\]
\[
R_{-+}=\tfrac12[R_{xx}-R_{yy}+i(R_{xy}+R_{yx})].
\]
A1' gives \(R_{++}=a\) and \(R_{-+}=0\). Both E' partners give \(R_{++}=0\), with \(R_{-+}=id\) for \(x\) and \(d\) for \(y\). The partners are distinct final states, so their intensities add:
\[
I_{A}(+\to+)=a^2,\qquad I_{E}(+\to-)=|id|^2+|d|^2=2d^2 .
\]

## Where the angular momentum goes

In the E' process the light changes from \(+\hbar\) to \(-\hbar\) about \(z\) and gives up \(2\hbar\). The phonon created is the superposition of partners weighted by their amplitudes, \(id\,\hat x+d\,\hat y=id(\hat x-i\hat y)\): a circular motion. Rotation by \(\varphi\) multiplies it by \(e^{+i\varphi}\). With the convention \(e^{-il\varphi}\), its pseudo-angular momentum is \(l=-1\).

The balance \(2-(-1)=3\) is not zero, and need not be. A threefold axis distinguishes values of \(l\) only up to multiples of 3, since \(e^{-3i\cdot120^\circ}=1\). For A1' both the light's loss and \(l\) are zero.

## How large the two lines are

The example uses a rough MoS2 geometry (Mo–S bond \(r=2.40\) Å) and two round spring constants, \(k=194\) N/m for Mo–S and \(k_s=32\) N/m for the vertical S–S pair. The bond direction \(\mathbf n\) has in-plane part \(\rho=0.760\) and out-of-plane part \(\zeta=0.650\). Let \(m_S\) and \(m_{Mo}\) be the atomic masses. In E' both sulfurs move together against Mo; in A1' they move oppositely along \(z\). Summing the spring energies over six bonds gives
\[
\omega_E^2=3k\rho^2\left(\frac1{2m_S}+\frac1{m_{Mo}}\right),\qquad
\omega_A^2=\frac{3k\zeta^2+2k_s}{m_S},
\]
or 385 and 405 cm⁻¹.

For the tensors, give each Mo–S bond the polarisability \(p(r)\,\mathbf 1+\gamma(r)\,\mathbf n\mathbf n\). If S moves by \(\mathbf s\) relative to Mo, then \(\delta r=\mathbf n\cdot\mathbf s\) and \(\delta\mathbf n=[\mathbf s-\mathbf n(\mathbf n\cdot\mathbf s)]/r\), so
\[
\delta\alpha=(\mathbf n\cdot\mathbf s)\left[p'\mathbf 1+\left(\gamma'-\frac{2\gamma}{r}\right)\mathbf n\mathbf n\right]+\frac{\gamma}{r}(\mathbf s\mathbf n+\mathbf n\mathbf s).
\]

For E', take \(\mathbf s=s\hat y\) on all six bonds, whose in-plane angles are \(\theta=90°,210°,330°\) above and below Mo. The terms linear in \(\mathbf n\) cancel because \(\sum\mathbf n=0\). The cubic term survives:
\[
\sum n_yn_x^2=2\rho^3\sum_\theta\sin\theta\cos^2\theta=2\rho^3\cdot2\left(-\tfrac12\right)\left(\tfrac34\right)=-\tfrac32\rho^3 .
\]
Per unit displacement this gives \(-\tfrac32\rho^3(\gamma'-2\gamma/r)\). With the round values \(\gamma=1.5\) Å³ and \(\gamma'=3.0\) Å² the bracket is 1.75 Å², and the result is \(-1.15\) Å². A unit normal coordinate produces a relative displacement \(\sqrt{1/(2m_S)+1/m_{Mo}}=0.161\) u⁻¹ᐟ², so \(d=-0.186\) Å² u⁻¹ᐟ².

For A1', each sulfur moves outward by \(w\), so \(\mathbf n\cdot\mathbf s=\zeta w\) on every bond, while \(\sum n_x^2=3\rho^2\). The last term of \(\delta\alpha\) has no \(xx\) element because \(\mathbf s\) is along \(z\). With \(p'=0.2\) Å²,
\[
\frac{\delta\alpha_{xx}}{w}=6\zeta p'+3\zeta\rho^2\left(\gamma'-\frac{2\gamma}{r}\right)=0.78+1.97=2.75\ \text{Å}^2 .
\]
Multiplying by \(1/\sqrt{2m_S}=0.125\) u⁻¹ᐟ² gives \(a=0.344\) Å² u⁻¹ᐟ². Then \(a^2=0.118\) and \(2d^2=0.069\) Å⁴/u, the opening numbers. They omit the frequency and thermal factors of a real spectrum, which do not alter how each line divides between the channels.

## Linear light separates the lines less well

Let the incident field make an angle \(\psi\) with \(x\). In parallel detection the E' partners have amplitudes \(d\sin2\psi\) and \(d\cos2\psi\); in crossed detection, \(d\cos2\psi\) and \(-d\sin2\psi\). Each channel sums to \(d^2=0.035\) Å⁴/u at every angle. A1' appears in the parallel channel alone. Crossed linear polarisers thus isolate E' at half its total strength, but no linear setting isolates A1'. Circular detection isolates either line at full strength.

## Using one quarter-wave plate

Suppose one plate, with axes at 45° to the laser polarisation \(\hat x\), is crossed on both passes. In fixed laboratory axes both passes have the matrix
\[
W=\frac12\begin{pmatrix}1+i&1-i\\1-i&1+i\end{pmatrix},\qquad
W\hat x=\frac{1+i}{2}\begin{pmatrix}1\\-i\end{pmatrix},
\]
so the layer receives \(\sigma^-\). A1' returns the same vector, and the total action is \(W^2=\begin{pmatrix}0&1\\1&0\end{pmatrix}\): the light emerges along \(\hat y\). E' returns \(\sigma^+\), and \(W(1,i)^T=(1+i,0)^T\) lies along \(\hat x\). For an ideal plate, an analyser parallel to the laser passes E' and a crossed one passes A1'.

## What spoils the zeros

**Wave plate.** If the retardance is \(\pi/2+\varepsilon\), the wrong-spin fraction of the incident light is \(\tfrac14|1-e^{i\varepsilon}|^2=\sin^2(\varepsilon/2)\). An error of 0.01 wave gives \(1.0\times10^{-3}\). This is the leak of either line when the detection side is ideal.

If one plate is crossed twice, as above, the two errors combine. For A1' the double pass acts as a plate of retardance \(\pi+2\varepsilon\), and the share in the wrong analyser channel is \(\tfrac14|1-e^{2i\varepsilon}|^2=\sin^2\varepsilon\). For E', the tensor \(R_y\) exchanges the two plate axes, so both field components gain the same total phase and nothing leaks. The tensor \(R_x\) keeps the axes and leaks \(\sin^2\varepsilon\). The partners are equally strong, so the E' line leaks \(\tfrac12\sin^2\varepsilon\). For 0.01 wave the leaks are \(3.9\times10^{-3}\) for A1' and \(2.0\times10^{-3}\) for E'.

**Collection lens.** A dipole along \(\mathbf e_+\) radiates at polar angle \(\theta\) and azimuth \(\phi\) with components \(\cos\theta\,e^{i\phi}/\sqrt2\) and \(ie^{i\phi}/\sqrt2\) along the polar and azimuthal directions. The lens turns the polar direction into the radial one, and the collimated field becomes
\[
\tfrac12\left[(1+\cos\theta)\mathbf e_+-(1-\cos\theta)e^{2i\phi}\mathbf e_-\right].
\]
Integrated over the aperture, the wrong-spin share of the collected power is \(1.6\times10^{-3}\) at numerical aperture 0.5 and \(3.4\times10^{-2}\) at 0.9. This holds for an on-axis dipole in air with illumination along the axis. Focusing the laser through the same lens adds leakage, above all for A1': the focus contains a field along \(z\), which drives the element \(b\), about \(3.1a\) in this model. With a uniformly filled aperture of 0.5 and all scattered light collected by the lens, the leak becomes about \(4\times10^{-2}\) for A1' and \(3\times10^{-3}\) for E'.

**Strain.** Uniaxial strain removes the threefold axis. At 1 % tension along \(x\), with clamped width and height, no relaxation of the atoms within the cell, unchanged spring constants and bond parameters, and force constants that follow only the new bond directions, the model puts \(2.5\times10^{-3}\) of the E' intensity into the spin-keeping channel and splits the line by 2.8 cm⁻¹. Neither number is robust: including the tension of the stretched springs in the force constants changes them to \(6.0\times10^{-3}\) and 2.2 cm⁻¹, and with relaxed atoms the splitting is about 3.8 cm⁻¹. This leak is only an order of magnitude: letting the atoms relax under the spring forces puts it between \(5\times10^{-3}\) and \(9\times10^{-3}\), depending on the strain direction, and tripling the unfitted \(p'\) raises it further, to between 1.3 and 2.2 %. Under 1 % compression these relaxed values are less than half as large. Doubling an unrelaxed strain along \(x\) from 0.05 to 0.1 % multiplies the leak by 4.00, as expected for a forbidden amplitude linear in strain. From 0.5 to 1 % tension the factor lies between 4 and 6, depending on direction and relaxation, so the quadratic law is only rough at 1 %.

**Resonance.** A 1064 nm laser (1.165 eV) lies 0.735 eV below an exciton taken roughly at 1.9 eV, and the E' phonon energy is 6.5 % of that detuning. Closer to resonance, scattering that depends on the phonon wavevector, including that by the long-range field of the polar E' mode (Fröhlich scattering), can matter. The zone-centre tensors do not contain it. At aperture 0.5 the largest in-plane wavevector is \(4.5\times10^{-4}\) of the distance to the K point, but this small ratio alone does not bound a resonant contribution.

## Reading a real spectrum

The line positions are close to the rough measured values because the springs were chosen for that; the bond polarisabilities were not fitted, so the A1'/E' intensity ratio is illustrative. Real samples depart from the ideal through focusing, strain, disorder and substrates. With axial illumination, a collection aperture of 0.5, a plate error of 0.01 wave and 1 % strain, each leak estimated here with the listed bond parameters is below 1 %, though other parameters can raise the strain leak above that, and leaks of different origin can add in amplitude. With a laser focused through a uniformly filled aperture of 0.5 and no confocal pinhole, the lens alone gives a forbidden A1' line of about 4 % if \(b\approx3.1a\), as in this model, but only about 0.8 % if \(b=a\). Confocal detection into a single mode matched to the focus lowers these to about 1 % and 0.05 %. Without knowing \(b/a\), such a line is therefore not by itself evidence of a flaw in the sample.

With axial illumination, the lens leaks the same fraction of both lines, and so does a plate error on the incident side alone. A single plate crossed twice leaks twice as large a fraction of A1' as of E'. Once the plate has been checked, comparing the two fractions is therefore a useful first diagnosis: a clear difference then points to focusing, which can matter even at aperture 0.5 if \(b\) is large, to the sample or to resonance. Far from resonance, a leak that falls when the aperture is reduced points to the lens or to focusing. A leak that grows as the laser is tuned towards the exciton, with the plate matched to each wavelength, suggests a resonant contribution, but resonance can also enlarge a leak caused by strain. The remaining values are in the numerical output.

## Computed values

```
lattice constant 3.16 A, Mo-S plane distance 1.56 A
Mo-S bond length 2.400 A; rho 0.7600, zeta 0.6499
masses Mo 95.95 u, S 32.06 u
springs Mo-S 194.0 N/m, S-S 32.0 N/m
bond anisotropy gamma 1.5 A^3, gamma' 3.0 A^2
transverse derivative p' 0.2 A^2
gamma' - 2 gamma/r = 1.7502 A^2
E'' phonon: 298.3 1/cm = 36.99 meV
E' phonon: 385.3 1/cm = 47.77 meV
A1' phonon: 405.0 1/cm = 50.21 meV
A2'' phonon: 465.9 1/cm = 57.77 meV
d per unit relative displacement: -1.1526 A^2
a per unit S displacement: 2.7510 A^2
relative displacement per E' coordinate: 0.1613 u^-1/2
S displacement per A1' coordinate: 0.1249 u^-1/2
tensor elements a 0.3436, b 1.0659, d -0.1859 A^2 u^-1/2
intensities |e* R e|^2 in A^4/u, sigma+ incident:
  A1': to sigma+ 0.11803, to sigma- 0.00000
  E': to sigma+ 0.00000, to sigma- 0.06913
E' linear: parallel 0.03457, crossed 0.03457 A^4/u
true helicity: incident -1, after A1' +1, after E' -1
sigma+ to sigma-: light gives up +2 hbar
  phonon pseudo-angular momentum -1, difference +3
common wave plate, share parallel to laser: A1' 0.000, E' 1.000
wrong-spin share, plate error 0.01 wave: 9.87e-04
wrong-spin share, lens NA 0.5: 1.60e-03
wrong-spin share, lens NA 0.9: 3.44e-02
E' spin-kept share at 1 % uniaxial strain: 2.48e-03
E' splitting at 1 % strain (model): 2.75 1/cm
strain leak ratio on doubling a small strain: 4.00
laser 1064 nm = 1.165 eV
detuning from rough 1.9 eV exciton: 0.735 eV
E' phonon energy / detuning: 0.065
largest in-plane q (NA 0.5) / distance to K: 4.5e-04
optical phase across the layer: 1.8e-03 rad
```
